\section*{Tangent projection and energy gradient for idempotent density matrices, part 1}

(Sections cited here and not found follow in the second part.)

\section*{(a) One orbital in a two-dimensional basis}

Take two real orthonormal basis functions and one normalized orbital with coefficient vector $v=(\cos\theta,\sin\theta)^{T}$. Its density matrix is $D=vv^{T}$. For real matrices use the Frobenius inner product $\langle A,B\rangle=\mathrm{Tr}(A^{T}B)$ and norm $\|A\|=\langle A,A\rangle^{1/2}$; for symmetric matrices the product is $\mathrm{Tr}(AB)$. Describe the set of all such $D$ inside the space of symmetric $2\times2$ matrices, find the direction in which $D$ can move, and split $X=\begin{pmatrix}1&2\\2&3\end{pmatrix}$ at $\theta=30^\circ$ into a part along that direction and a part orthogonal to it.

\subsection*{Solution}

With $\cos^2\theta=\tfrac12(1+\cos2\theta)$, $\sin^2\theta=\tfrac12(1-\cos2\theta)$ and $\sin\theta\cos\theta=\tfrac12\sin2\theta$,
\begin{equation}
D(\theta)=\frac12\begin{pmatrix}1&0\\0&1\end{pmatrix}
+\frac12\begin{pmatrix}\cos2\theta&\sin2\theta\\ \sin2\theta&-\cos2\theta\end{pmatrix}.
\end{equation}
The second term has squared norm $\tfrac14(2\cos^22\theta+2\sin^22\theta)=\tfrac12$ for every $\theta$. The allowed density matrices therefore form a circle of radius $1/\sqrt2$ about $\tfrac12\mathbf 1$ in the three-dimensional space of symmetric matrices. The circle closes after $\theta\to\theta+\pi$, because $v$ and $-v$ give the same $D$.

Let $w=dv/d\theta=(-\sin\theta,\cos\theta)^{T}$, the unit vector orthogonal to $v$, which plays the part of the empty orbital. The velocity along the circle is
\begin{equation}
T=\frac{dD}{d\theta}=wv^{T}+vw^{T}
=\begin{pmatrix}-\sin2\theta&\cos2\theta\\ \cos2\theta&\sin2\theta\end{pmatrix},
\qquad \mathrm{Tr}(TT)=2 .
\end{equation}
The matrices $vv^{T}$, $ww^{T}$ and $T$ are mutually orthogonal, since each trace of a product of two of them contains the factor $v^{T}w=0$. They span the space, so any symmetric $X$ is
\begin{equation}
X=x_{vv}\,vv^{T}+x_{ww}\,ww^{T}+x_{wv}\,T,\qquad
x_{wv}=\frac{\mathrm{Tr}(XT)}{\mathrm{Tr}(TT)}=w^{T}Xv .
\end{equation}
The first two terms would change the occupation of $v$ or of $w$ and lead off the circle. Only the term that couples the occupied to the empty orbital is tangent.

At $\theta=30^\circ$ one has $D_{11}=0.750000$, $D_{12}=0.433013$, $D_{22}=0.250000$ and $T_{11}=-0.866025$, $T_{12}=0.500000$, $T_{22}=0.866025$. Then
\begin{equation}
\mathrm{Tr}(XT)=1\cdot(-0.866025)+2\cdot2\cdot0.500000+3\cdot0.866025=3.73205,
\end{equation}
where the off-diagonal product appears twice. Hence $x_{wv}=1.866025$, and the tangent part $x_{wv}T$ has elements $-1.616025$, $0.933013$ and $1.616025$ in positions $11$, $12$ and $22$. The orthogonal part is $X-x_{wv}T$.

The tangent part can be had without finding $w$. From $Dv=v$ and $Dw=0$ it follows that $D$ commutes with $vv^{T}$ and $ww^{T}$, while $DT=vw^{T}$ and $TD=wv^{T}$. So $[D,X]=x_{wv}(vw^{T}-wv^{T})$. Multiplying this by $D$ from the left gives $x_{wv}vw^{T}$, from the right $-x_{wv}wv^{T}$, and the difference is $[D,[D,X]]=x_{wv}T$.

\section*{(b) The set of projectors is a manifold}

Let the basis have $n$ real orthonormal functions and let $N$ orbitals be occupied, $0<N<n$. Write $\mathrm{Sym}(n)$ for the real symmetric $n\times n$ matrices and define
\begin{equation}
\mathcal M=\{D\in\mathrm{Sym}(n):\ D^2=D,\ \mathrm{Tr}\,D=N\}.
\end{equation}
Show that $\mathcal M$ is a smooth surface of dimension $N(n-N)$ in $\mathrm{Sym}(n)$ by giving coordinates near any of its points.

\subsection*{Solution}

If $Du=\lambda u$ with $u\neq0$, then $D^2=D$ gives $\lambda^2=\lambda$, so $\lambda$ is $0$ or $1$, and the trace condition says that $1$ occurs $N$ times. Collect orthonormal eigenvectors with eigenvalue $1$ in the $n\times N$ matrix $C$ and those with eigenvalue $0$ in the $n\times(n-N)$ matrix $C_v$. Then
\begin{equation}
C^{T}C=\mathbf 1,\quad C_v^{T}C_v=\mathbf 1,\quad C_v^{T}C=0,\quad
D=CC^{T},\quad Q\equiv\mathbf 1-D=C_vC_v^{T},
\end{equation}
and $Q^2=Q$, $DQ=QD=0$. A symmetric projector is fixed by its range, since it is the identity on the range and zero on the orthogonal complement. Points of $\mathcal M$ are thus in one-to-one correspondence with $N$-dimensional subspaces, and $\mathcal M$ is the Grassmann manifold written with projectors.

Fix $D$, $C$, $C_v$. For any real $(n-N)\times N$ matrix $Z$ put $Y=C+C_vZ$. The cross terms in $Y^{T}Y$ vanish because $C_v^{T}C=0$, so $Y^{T}Y=\mathbf 1+Z^{T}Z$, which is positive definite. Define
\begin{equation}
D(Z)=Y(Y^{T}Y)^{-1}Y^{T}.
\label{chart}
\end{equation}
It is symmetric. Its square is $Y(Y^{T}Y)^{-1}(Y^{T}Y)(Y^{T}Y)^{-1}Y^{T}=D(Z)$. Its trace, by cyclic permutation, is $\mathrm{Tr}[(Y^{T}Y)^{-1}Y^{T}Y]=N$. So $D(Z)\in\mathcal M$, it satisfies $D(Z)Y=Y$ and is therefore the projector on the span of the columns of $Y$, and it is a smooth function of $Z$.

The map can be inverted. Since $Y^{T}C=\mathbf 1$, $C^{T}Y=\mathbf 1$ and $C_v^{T}Y=Z$, one has $C^{T}D(Z)C=(\mathbf 1+Z^{T}Z)^{-1}$ and $C_v^{T}D(Z)C=Z(\mathbf 1+Z^{T}Z)^{-1}$. Therefore the function
\begin{equation}
Z(D')=(C_v^{T}D'C)\,(C^{T}D'C)^{-1}
\label{inverse}
\end{equation}
returns $Z$ when $D'=D(Z)$. It is smooth on the open set of symmetric matrices $D'$ for which $C^{T}D'C$ is invertible. This set contains every $D'$ whose difference from $D$ has all eigenvalues smaller than $1$ in magnitude, because $C^{T}D'C=\mathbf 1+C^{T}(D'-D)C$ is then positive definite.

It remains to show that every $D'\in\mathcal M$ in that open set is some $D(Z)$. Insert $\mathbf 1=CC^{T}+C_vC_v^{T}$:
\begin{equation}
D'C=C\,(C^{T}D'C)+C_v\,(C_v^{T}D'C)=\bigl(C+C_vZ(D')\bigr)\,(C^{T}D'C).
\end{equation}
The last factor is invertible, so the columns of $Y=C+C_vZ(D')$ are combinations of the columns of $D'C$ and lie in the range of $D'$. They are $N$ independent vectors, since $Y^{T}Y$ is invertible, in a space of dimension $N$, so they span it, and $D'=D(Z(D'))$. The $N(n-N)$ entries of $Z$ are smooth coordinates with a smooth inverse, which is the claim.

The chart fails when $C^{T}D'C$ is singular. As $u^{T}C^{T}D'Cu=|D'Cu|^2$, this happens when some orbital occupied in $D$ is orthogonal to all orbitals occupied in $D'$. In part (a), $Y=v+Zw$ gives $Z=\tan(\theta'-\theta)$, which diverges at a quarter turn.

\section*{(c) The tangent space}

The tangent space $T_D\mathcal M$ is the set of velocities $\dot D(0)$ of smooth curves $D(t)$ in $\mathcal M$ with $D(0)=D$. Show that for $X\in\mathrm{Sym}(n)$ the following statements are equivalent: (i) $X\in T_D\mathcal M$; (ii) $DX+XD=X$; (iii) $DXD=0$ and $QXQ=0$; (iv) $X=[K,D]$ for some antisymmetric $K$.

\subsection*{Solution}

(i) implies (ii). Differentiate $D(t)D(t)=D(t)$ at $t=0$ with the product rule, keeping the order of the factors: $XD+DX=X$.

(ii) implies (iii). Multiply (ii) by $D$ on both sides. With $D^2=D$ the left side becomes $DXD+DXD$ and the right side $DXD$, so $DXD=0$. Multiply (ii) by $Q$ on both sides. The left side is $QDXQ+QXDQ=0$ because $QD=DQ=0$, so $QXQ=0$.

(iii) implies (iv). For any matrix,
\begin{equation}
X=(D+Q)X(D+Q)=DXD+DXQ+QXD+QXQ .
\label{blocks}
\end{equation}
Under (iii) this is $X=DXQ+QXD$, whence $XD=QXD$ and $DX=DXQ$. Set
\begin{equation}
K=[X,D]=XD-DX=QXD-DXQ .
\label{K}
\end{equation}
Its transpose is $DX-XD=-K$. From the last form, $KD=QXD$ and $DK=-DXQ$, so $[K,D]=KD-DK=QXD+DXQ=X$.

(iv) implies (i). For antisymmetric $K$ the matrix $R(t)=e^{tK}$ obeys $R^{T}=e^{tK^{T}}=e^{-tK}=R^{-1}$. The curve
\begin{equation}
D(t)=e^{tK}De^{-tK}
\label{curve}
\end{equation}
is symmetric, being $RDR^{T}$; it is idempotent, since $RDR^{T}RDR^{T}=RD^2R^{T}$; and its trace is $\mathrm{Tr}(DR^{T}R)=N$. It lies in $\mathcal M$, and its velocity at $t=0$ is $KD-DK=[K,D]=X$. The chain closes.

In the basis of occupied and virtual orbitals, with $X_{vo}=C_v^{T}XC$ and $X_{oo}$, $X_{vv}$ defined likewise, condition (iii) reads $X_{oo}=0$, $X_{vv}=0$, and
\begin{equation}
X=C_vX_{vo}C^{T}+CX_{vo}^{T}C_v^{T},
\qquad\text{in blocks}\quad
\begin{pmatrix}0&X_{vo}^{T}\\X_{vo}&0\end{pmatrix}.
\label{tangent}
\end{equation}
The block $X_{vo}$ is free, so the dimension is $N(n-N)$, in agreement with part (b). The condition $\mathrm{Tr}\,X=0$, which follows from differentiating the trace constraint, adds nothing: the diagonal blocks already vanish. An idempotent matrix cannot change its electron number continuously.

The generator $K$ in (iv) is not unique. Adding an antisymmetric matrix that commutes with $D$, a rotation among occupied orbitals or among virtual ones, leaves $[K,D]$ unchanged. The choice (\ref{K}) is the one with no such part. A tangent vector keeps $D$ idempotent to first order only: by (ii), $(D+\epsilon X)^2-(D+\epsilon X)=\epsilon^2X^2$, so a finite straight step leaves $\mathcal M$.

For complex orbitals, symmetric matrices become Hermitian, transposes become Hermitian conjugates and $K$ is anti-Hermitian. With these changes the proof of the equivalences carries over, and $X_{vo}$ has $N(n-N)$ complex entries. The real dimension is $2N(n-N)$, which is $16$ for $n=6$, $N=2$.

\section*{(d) The tangent projection}

Find the orthogonal complement of $T_D\mathcal M$ in $\mathrm{Sym}(n)$ and show that the orthogonal projection on $T_D\mathcal M$ is $\Pi_D(X)=[D,[D,X]]$. Show that the element of $\mathcal M$ nearest to $D+\epsilon X$ is $D+\epsilon\,\Pi_D(X)+O(\epsilon^2)$. Determine what the double commutator does when $D$ is not idempotent.

\subsection*{Solution}

Group the four terms of (\ref{blocks}) as $X=X_T+X_N$ with
\begin{equation}
X_T=DXQ+QXD,\qquad X_N=DXD+QXQ .
\end{equation}
Both are symmetric when $X$ is. The part $X_T$ satisfies (iii) because $QD=DQ=0$, so it is tangent. For symmetric $X$ and $Y$,
\begin{align}
\mathrm{Tr}(X_TY_N)
&=\mathrm{Tr}(DXQ\,DYD)+\mathrm{Tr}(DXQ\,QYQ)\nonumber\\
&\quad+\mathrm{Tr}(QXD\,DYD)+\mathrm{Tr}(QXD\,QYQ)=0 .
\end{align}
The first and fourth terms contain $QD$ or $DQ$ in the middle. In the second and third the last factor, moved cyclically to the front, meets the first and gives $QD$ or $DQ$. A tangent $X$ equals its $X_T$, so all matrices of the form $Y_N$ are orthogonal to $T_D\mathcal M$. Conversely, if $Y$ is orthogonal to $T_D\mathcal M$, then $0=\mathrm{Tr}(Y_TY)=\|Y_T\|^2$ and $Y=Y_N$. The normal space consists of the block-diagonal matrices, and $X\mapsto X_T$ is the orthogonal projection.

The first commutator is
\begin{equation}
[D,X]=DX(D+Q)-(D+Q)XD=DXQ-QXD .
\label{first}
\end{equation}
It vanishes only when both terms do, since they are different blocks, so the normal space is also the set of symmetric matrices commuting with $D$. For the second commutator, $D(DXQ-QXD)=DXQ$ and $(DXQ-QXD)D=-QXD$, so
\begin{equation}
[D,[D,X]]=DXQ+QXD=DX+XD-2DXD=\Pi_D(X),
\label{Pi}
\end{equation}
where the last form follows from $Q=\mathbf 1-D$. The single commutator removes the diagonal blocks but reverses the sign of one off-diagonal block, giving an antisymmetric matrix; the second restores the sign. Applying (\ref{first}) to $X_T$ returns $DXQ-QXD$, so a third commutator gives back the first,
\begin{equation}
[D,[D,[D,X]]]=[D,X],
\label{cube}
\end{equation}
and a fourth gives $\Pi_D(\Pi_D(X))=\Pi_D(X)$. The projection is self-adjoint: $\mathrm{Tr}(X_TY)=\mathrm{Tr}(X_TY_T)=\mathrm{Tr}(XY_T)$.

For the nearest projector, let $A$ be symmetric with eigenvalues $\lambda_k$ and eigenvectors $u_k$, and $D'\in\mathcal M$. Then $\|A-D'\|^2=\|A\|^2-2\,\mathrm{Tr}(AD')+N$, using $\mathrm{Tr}\,D'^2=N$. The distance is least when $\mathrm{Tr}(AD')=\sum_k\lambda_kd_k$ is greatest, with $d_k=u_k^{T}D'u_k=|D'u_k|^2$. These numbers lie between $0$ and $1$ and sum to $N$, so when the $N$ largest eigenvalues are separated from the rest, the maximum puts $d_k=1$ on them. Since $d_k=1$ means $D'u_k=u_k$, the nearest $D'$ is the projector on the top $N$ eigenvectors, and it commutes with $A$. For $A=D+\epsilon X$ and small $\epsilon$ these eigenvalues are near $1$ and the others near $0$. The projector equals $(2\pi i)^{-1}\oint(z-A)^{-1}dz$ around the circle $|z-1|=\tfrac12$, as one sees by applying the residue theorem to each term of $\sum_ku_ku_k^{T}/(z-\lambda_k)$, and it is smooth in $\epsilon$ because $z-A$ is invertible on the circle. Write it as $D+\epsilon Y+O(\epsilon^2)$. It is a curve in $\mathcal M$, so $Y$ is tangent. The first-order term of $[D+\epsilon Y,\,D+\epsilon X]=0$ is $[D,X]+[Y,D]=0$, that is $[D,Y]=[D,X]$. One more commutator with $D$ gives $\Pi_D(Y)=\Pi_D(X)$, and $\Pi_D(Y)=Y$.

If $D$ is symmetric with eigenvalues $n_p$ but not idempotent, then in its eigenbasis $[D,X]_{pq}=(n_p-n_q)X_{pq}$ and
\begin{equation}
[D,[D,X]]_{pq}=(n_p-n_q)^2X_{pq}.
\label{frac}
\end{equation}
This is a projection only if every $(n_p-n_q)^2$ is $0$ or $1$. Two cases illustrate this. The spin-summed closed-shell density $P=2D$ has eigenvalues $2$ and $0$, so $(n_p-n_q)^2=4$ on the off-diagonal blocks and $\Pi_D(X)=\tfrac14[P,[P,X]]$; without the quarter the map is four times the projection. The other case is linear mixing. For $D_1,D_2\in\mathcal M$ and $D_\alpha=\alpha D_1+(1-\alpha)D_2$,
\begin{align}
D_\alpha^2-D_\alpha
&=(\alpha^2-\alpha)D_1+\bigl((1-\alpha)^2-(1-\alpha)\bigr)D_2+\alpha(1-\alpha)(D_1D_2+D_2D_1)\nonumber\\
&=-\alpha(1-\alpha)\,(D_1+D_2-D_1D_2-D_2D_1)=-\alpha(1-\alpha)\,(D_1-D_2)^2 .
\label{mix}
\end{align}
For $0<\alpha<1$ the mixed density has fractional occupations unless $D_1=D_2$. It lies on a chord of $\mathcal M$, inside the circle in part (a), and there (\ref{Pi}) does not apply.

\section*{(e) The gradient in density-matrix form}

Use atomic units, with energies in hartree ($E_h$). The closed-shell Hartree--Fock energy of $N$ doubly occupied real orthonormal orbitals is
\begin{equation}
E=2\sum_ih_{ii}+\sum_{ij}\bigl[2(ii|jj)-(ij|ij)\bigr]+E_{\rm nuc},
\label{Eorb}
\end{equation}
with $h$ the one-electron Hamiltonian and $(pq|rs)=\iint\chi_p(1)\chi_q(1)\,r_{12}^{-1}\chi_r(2)\chi_s(2)$. Write $E$ as a function of $D$, find its differential, and obtain the Riemannian gradient on $\mathcal M$ with the Frobenius metric, defined as the tangent vector $\mathrm{grad}\,E$ with $dE(X)=\langle\mathrm{grad}\,E,X\rangle$ for all tangent $X$. Give its norm and the condition for a stationary point.

\subsection*{Solution}

Expand the orbitals in the basis, with $D_{pq}=\sum_iC_{pi}C_{qi}$. The one-electron sum is $\sum_ih_{ii}=\mathrm{Tr}(hD)$. The two-electron sums are
\begin{align}
\sum_{ij}(ii|jj)&=\sum_{pqrs}D_{pq}D_{rs}(pq|rs),\\
\sum_{ij}(ij|ij)&=\sum_{pqrs}\sum_{ij}C_{pi}C_{qj}C_{ri}C_{sj}(pq|rs)
=\sum_{pqrs}D_{pr}D_{qs}(pq|rs)=\sum_{pqrs}D_{pq}D_{rs}(pr|qs),
\end{align}
the last step renaming $q\leftrightarrow r$. With $W_{pq,rs}=2(pq|rs)-(pr|qs)$,
\begin{equation}
E(D)=2\,\mathrm{Tr}(hD)+\sum_{pqrs}D_{pq}W_{pq,rs}D_{rs}+E_{\rm nuc}.
\label{ED}
\end{equation}
For real functions the integral is unchanged under $p\leftrightarrow q$, under $r\leftrightarrow s$, and under exchange of the two pairs. Hence $W_{rs,pq}=2(rs|pq)-(rp|sq)=W_{pq,rs}$. Varying either factor of $D$ in the quadratic term therefore gives the same contribution, and
\begin{equation}
dE=2\,\mathrm{Tr}(F\,dD),\qquad
F_{pq}=h_{pq}+\sum_{rs}\bigl[2(pq|rs)-(pr|qs)\bigr]D_{rs}.
\label{dE}
\end{equation}
$F$ is the Fock matrix $h+2J-K_x$. It is symmetric: for the exchange part, $\sum_{rs}(qr|ps)D_{rs}$ becomes $\sum_{rs}(qs|pr)D_{sr}=\sum_{rs}(pr|qs)D_{rs}$ on renaming $r\leftrightarrow s$. Equation (\ref{ED}) can also be written $E=\mathrm{Tr}[(h+F)D]+E_{\rm nuc}$. Differentiating this form with $F$ held fixed gives $h+F$ in place of $2F$ and is wrong, because $F$ depends on $D$.

For any smooth energy with $dE=\mathrm{Tr}(G\,dD)$, $G$ symmetric, and for tangent $X$, self-adjointness of the projection gives
\begin{equation}
dE(X)=\langle G,X\rangle=\langle G,\Pi_DX\rangle=\langle\Pi_DG,X\rangle .
\end{equation}
$\Pi_DG$ is tangent, and it is the only tangent vector with this property, since the difference of two such vectors would be a tangent vector orthogonal to itself. So $\mathrm{grad}\,E=[D,[D,G]]$, and with $G=2F$,
\begin{equation}
\mathrm{grad}\,E=2\,[D,[D,F]]=2\,(DFQ+QFD)=2\,(DF+FD-2DFD).
\label{gradD}
\end{equation}
The same holds in closed-shell Kohn--Sham theory, where the Kohn--Sham matrix is defined by the first relation in (\ref{dE}).

The matrix $G$ depends on how $E$ is continued off $\mathcal M$, and the gradient does not. Adding $\mathrm{Tr}[\Lambda(D^2-D)]$ with symmetric $\Lambda$ changes nothing on $\mathcal M$ but adds $\Lambda D+D\Lambda-\Lambda$ to $G$. The off-diagonal block of the addition is $D(\Lambda D+D\Lambda-\Lambda)Q=0+D\Lambda Q-D\Lambda Q=0$, so the addition is normal and the projection removes it.

Let $F_{vo}=C_v^{T}FC$. Then $\|QFD\|^2=\mathrm{Tr}(DFQFD)=\mathrm{Tr}(C^{T}FC_vC_v^{T}FC)=\|F_{vo}\|^2$, and $DFQ$, being the transpose, has the same norm. The cross term is $\mathrm{Tr}[(DFQ)^{T}QFD]=\mathrm{Tr}(QFD\,QFD)=0$. The sum in (\ref{Pi}) and the difference in (\ref{first}) thus have equal norms,
\begin{equation}
\|[D,[D,F]]\|^2=\|[F,D]\|^2=2\|F_{vo}\|^2,\qquad
\|\mathrm{grad}\,E\|^2=8\|F_{vo}\|^2=4\|[F,D]\|^2 .
\label{normD}
\end{equation}
The energy is stationary exactly when $F_{vo}=0$, which is the same as $[F,D]=0$. Then $FC=(D+Q)FC=CF_{oo}$ with $F_{oo}=C^{T}FC$, and diagonalizing $F_{oo}$ by a rotation of the occupied orbitals yields the Roothaan equations $FC=C\varepsilon$. The commutator monitored in self-consistent-field iterations is, up to the factor $2$, the length of the gradient. A vanishing gradient does not say that the occupied eigenvalues of $F$ are the lowest ones, nor that the point is a minimum. Saddle points and maxima satisfy the same condition.

\section*{(f) The gradient in orbital form}

Describe tangent vectors by changes of $C$, relate the norms in the two descriptions, and find the gradient with respect to $C$ and with respect to occupied--virtual rotation angles. Compare with (\ref{gradD}).

We have shown that the double commutator $[D,[D,X]]$ is the orthogonal projection on the tangent space of $\mathcal M$, and that the energy gradient in density-matrix form is $2[D,[D,F]]$. What remains is to solve part (f) for the orbital form of the gradient, and then to treat steepest descent, a non-orthogonal basis and the silane example.

All numerical values are calculated from the stated model.
